**Numerical tests of the reflection principle and its first correction**

The program tests $\sqrt F A(E)=\psi_v+\eta K\psi_v$ at the turning point $x_E$, where $A$ is the overlap of the bound state $\psi_v$ with an energy-normalised state of the repulsive curve $V$, $F=-V'$ and $\eta=\hbar^2/2m$. The operator $K$ obeys $[K,V]=\partial^2$ and is antisymmetric; both properties are asserted symbolically for an arbitrary curve. Airy quadrature on a linear curve and Numerov states on an exponential wall show the reflected amplitude's error halving, and the corrected one's falling fourfold, when the slope or wall height doubles. The program also asserts the zero shift of one third of the local kinetic energy less a curvature term, which the steep-wall limit reproduces as 0.6667 $\hbar\omega$ for $v=2$. On a linear curve it finds $v$ zeros in a fixed window for $v=0$ to 4, and an extra zero for $v=0$ in the high-energy tail. In the worked example ($v=3$) the corrected zeros lie within 6 cm⁻¹ of the numerical ones, whereas the reflected zeros are 178 to 235 cm⁻¹ too low. The largest density error falls from 0.0541 to 0.0150 in reduced units, although near the inner antinodes the first-order density is worse than the reflected one.

## Numerical check

```python
"""Reflection principle for a bound-to-repulsive Franck-Condon band.

Result under test: with A(E) = <phi_E|psi_v>, phi_E energy-normalised on a
falling curve V, F = -V' > 0, V(x_E) = E and eta = hbar^2/(2m),
    sqrt(F) A(E) = psi_v + eta K psi_v   at x = x_E, to first order in eta,
    K = -(p D^3 + b D^2 + a D + d),  D = d/dx,  p = 1/(3F),
    b = V''/(2F^2), a = V'''/(3F^2) + V''^2/(2F^3), d = a'/2 - p'''/4.
A node x_n gives a spectral zero at V(x_n) + (local kinetic energy)/3
minus eta*(V'''/(3F) + V''^2/(2F^2)).
Lower curve: harmonic. Reduced units: hbar = m = omega = 1, so eta = 1/2
and the oscillator length sqrt(hbar/(m omega)) is 1.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import BarycentricInterpolator
from scipy.optimize import brentq
from scipy.special import ai_zeros, airy, eval_hermite, roots_hermite

ETA = 0.5


def oscillator(v, x, order=0):
    """Derivative of given order of the normalised oscillator state v."""
    x = np.asarray(x, dtype=float)
    if v < 0:
        return np.zeros_like(x)
    if order > 0:
        return (math.sqrt(v / 2) * oscillator(v - 1, x, order - 1)
                - math.sqrt((v + 1) / 2) * oscillator(v + 1, x, order - 1))
    norm = math.sqrt(2.0**v * math.factorial(v) * math.sqrt(math.pi))
    return eval_hermite(v, x) * np.exp(-x**2 / 2) / norm


def linear_amplitude(turning, slope, v):
    """sqrt(F) A for a linear upper curve, by direct Airy quadrature."""
    length = (ETA / slope)**(1 / 3)
    y = np.linspace(-9, 9, 1801)
    weight = oscillator(v, y) * (y[1] - y[0]) / length
    turning = np.atleast_1d(turning)
    return np.array([np.dot(airy((q - y) / length)[0], weight)
                     for q in turning])


def wall_amplitude(energies, v, height, decay, start, step):
    """A(E) for V = height*exp(-x/decay) from Numerov continuum states."""
    energies = np.asarray(energies, dtype=float)
    count = int((20 * decay - start) / step)
    x = start + step * np.arange(count + 1)
    potential = height * np.exp(-x / decay)
    psi = oscillator(v, x)
    k = np.sqrt(2 * energies)
    lag = int(round(2.5 / (k.max() * step)))
    h2 = step**2
    phi = np.full(energies.shape, 1e-100)
    g = 2 * (potential[1] - energies)
    y_old = np.zeros_like(phi)
    y = phi * (1 - h2 * g / 12)
    overlap = psi[1] * phi
    early = phi
    for i in range(2, count + 1):
        y_new = 2 * y - y_old + h2 * g * phi
        g = 2 * (potential[i] - energies)
        phi = y_new / (1 - h2 * g / 12)
        y_old, y = y, y_new
        overlap += psi[i] * phi
        if i == count - lag:
            early = phi
    angle = k * step * lag
    amp2 = (phi**2 + early**2 - 2 * phi * early * np.cos(angle)) \
        / np.sin(angle)**2
    return overlap * step * np.sqrt(2 / (np.pi * k)) / np.sqrt(amp2)


def sign_changes(values):
    return int(np.sum(values[1:] * values[:-1] < 0))


# --- Airy generating integral and linear-curve expansion
s = 0.7
integral = quad(lambda t: math.exp(s * t) * airy(t)[0], -45, 20,
                limit=500)[0]
assert abs(integral - math.exp(s**3 / 3)) < 1e-7

q = np.linspace(-3, 3, 61)
k_grid = np.linspace(-12, 12, 4801)
sixth = np.sum(np.abs(k_grid)**6 * np.abs(oscillator(3, k_grid))) \
    * (k_grid[1] - k_grid[0]) / math.sqrt(2 * math.pi)
lin_lead, lin_corr = [], []
for slope in (100.0, 200.0):
    c = ETA / (3 * slope)
    exact = linear_amplitude(q, slope, 3)
    lin_lead.append(np.max(np.abs(exact - oscillator(3, q))))
    first = oscillator(3, q) - c * oscillator(3, q, 3)
    lin_corr.append(np.max(np.abs(exact - first)))
    assert lin_corr[-1] <= c**2 / 2 * sixth
lin_ratio0 = lin_lead[0] / lin_lead[1]
lin_ratio1 = lin_corr[0] / lin_corr[1]
assert abs(lin_ratio0 - 2) < 0.15
assert abs(lin_ratio1 - 4) < 0.3

# --- Airy normalisation and the number of zeros in a fixed window
q_norm = np.linspace(-9, 6, 301)
lin_norm = np.sum(linear_amplitude(q_norm, 20.0, 3)**2) \
    * (q_norm[1] - q_norm[0])
assert abs(lin_norm - 1) < 1e-5
zero_counts = [sign_changes(linear_amplitude(np.linspace(-4, 4, 160),
                                             20.0, v)) for v in range(5)]
assert zero_counts == list(range(5))


# --- v = 0 closed form and its extra zero in the high-energy tail
def gaussian_closed(turning, slope):
    beta = (ETA / slope)**(1 / 3)
    return (math.pi**-0.25 * math.sqrt(2 * math.pi) / beta
            * np.exp(1 / (12 * beta**6) + turning / (2 * beta**3))
            * airy(turning / beta + 1 / (4 * beta**4))[0])


def extra_zero(slope):
    return -slope / 2 + ai_zeros(1)[0][0] * (ETA / slope)**(1 / 3)


q_tail = np.linspace(-4.5, 3, 31)
assert np.max(np.abs(linear_amplitude(q_tail, 5.0, 0)
                     - gaussian_closed(q_tail, 5.0))) < 1e-8
extra_formula = extra_zero(5.0)
extra_numeric = brentq(lambda t: linear_amplitude(t, 5.0, 0)[0],
                       extra_formula - 0.3, extra_formula + 0.3)
assert abs(extra_numeric - extra_formula) < 1e-5

# --- K for an arbitrary curve: commutator and antisymmetry
X, HEIGHT, DECAY = sp.symbols("x B L", positive=True)


def k_coefficients(curve):
    """Coefficients d, a, b, p of -K in powers of D."""
    f = -sp.diff(curve, X)
    v2, v3 = sp.diff(curve, X, 2), sp.diff(curve, X, 3)
    p = 1 / (3 * f)
    b = v2 / (2 * f**2)
    a = v3 / (3 * f**2) + v2**2 / (2 * f**3)
    return [sp.diff(a, X) / 2 - sp.diff(p, X, 3) / 4, a, b, p]


curve = sp.Function("V")(X)
state = sp.Function("psi")(X)
coef = k_coefficients(curve)


def apply_k(function):
    return -sum(cf * sp.diff(function, X, n) for n, cf in enumerate(coef))


commutator = apply_k(curve * state) - curve * apply_k(state)
assert sp.simplify(sp.expand(commutator - sp.diff(state, X, 2))) == 0
transpose = -sum((-1)**n * sp.diff(cf * state, X, n)
                 for n, cf in enumerate(coef))
assert sp.simplify(sp.expand(transpose + apply_k(state))) == 0
wall_coef = [sp.lambdify((X, HEIGHT, DECAY), sp.simplify(cf), "numpy")
             for cf in k_coefficients(HEIGHT * sp.exp(-X / DECAY))]


def k_wall(v, x, height, decay):
    return -sum(cf(x, height, decay) * oscillator(v, x, n)
                for n, cf in enumerate(wall_coef))


# --- order of the error on a curved wall
x_test = np.linspace(-2, 2, 41)
wall_lead, wall_corr = [], []
for height in (200.0, 400.0):
    energy = height * np.exp(-x_test / 2)
    scaled = np.sqrt(energy / 2) * wall_amplitude(energy, 2, height, 2.0,
                                                  -5.0, 0.0015)
    psi2 = oscillator(2, x_test)
    wall_lead.append(np.max(np.abs(scaled - psi2)))
    wall_corr.append(np.max(np.abs(
        scaled - psi2 - ETA * k_wall(2, x_test, height, 2.0))))
wall_ratio0 = wall_lead[0] / wall_lead[1]
wall_ratio1 = wall_corr[0] / wall_corr[1]
assert abs(wall_ratio0 - 2) < 0.2
assert abs(wall_ratio1 - 4) < 0.4


# --- displacement of the zeros, extrapolated to an infinitely steep wall
def zero_shifts(v, height, decay, start, step):
    """Exact spectral zeros minus V(x_n), for all nodes of state v."""
    nodes = roots_hermite(v)[0]
    offsets = np.linspace(-0.5, 2.0, 7)
    base = height * np.exp(-nodes / decay)
    energy = (base[:, None] + offsets).ravel()
    amp = wall_amplitude(energy, v, height, decay, start, step)
    return np.array([float(BarycentricInterpolator(row / abs(row).max(),
                                                   offsets)(0.0))
                     for row in amp.reshape(v, -1)])


shifts = [zero_shifts(2, height, 1.0, -4.0, 0.002)
          for height in (80.0, 160.0, 320.0)]
limit_shift = (shifts[0] - 6 * shifts[1] + 8 * shifts[2]) / 3
nodes2 = roots_hermite(2)[0]
third_rule = (2.5 - nodes2**2 / 2) / 3
rule_shift = third_rule - 1 / 12
assert np.max(np.abs(limit_shift - rule_shift)) < 3e-3

# --- worked example
mass_u, wavenumber, v_ex = 20.0, 200.0, 3
height_cm, decay_A = 16000.0, 0.5
omega = 2 * math.pi * const.c * 100 * wavenumber
length_A = math.sqrt(const.hbar / (mass_u * const.atomic_mass * omega)) * 1e10
B, L = height_cm / wavenumber, decay_A / length_A
slope0 = B / L
airy_length = (ETA / slope0)**(1 / 3)

e_grid = np.linspace(B * math.exp(-6 / L), B * math.exp(6 / L), 290)
a_grid = wall_amplitude(e_grid, v_ex, B, L, -9.0, 0.005)
de = e_grid[1] - e_grid[0]
norm_ex = np.sum(a_grid**2) * de
mean_ex = np.sum(e_grid * a_grid**2) * de
x_fine = np.linspace(-10, 10, 4001)
dx = x_fine[1] - x_fine[0]
mean_v = np.sum(B * np.exp(-x_fine / L) * oscillator(v_ex, x_fine)**2) * dx
mean_t = ETA * np.sum(oscillator(v_ex, x_fine, 1)**2) * dx
assert abs(norm_ex - 1) < 1e-4
assert abs(mean_ex - mean_v - mean_t) < 0.01
window = np.abs(-L * np.log(e_grid / B)) < 3.5
zeros_ex = sign_changes(a_grid[window])
assert zeros_ex == v_ex

nodes = roots_hermite(v_ex)[0]
reflected = B * np.exp(-nodes / L)
shift_exact = zero_shifts(v_ex, B, L, -9.0, 0.005)
kinetic = v_ex + 0.5 - nodes**2 / 2
curvature = 1 / (12 * L**2)
shift_first = kinetic / 3 - curvature
assert np.all(np.abs(shift_exact - shift_first) < 0.1 * np.abs(shift_exact))


# --- density: reflected, first-corrected and exact
def scaled_densities(x, height, start, step):
    """F*P at turning points x: reflected, first order, exact."""
    energy = height * np.exp(-x / L)
    psi = oscillator(v_ex, x)
    lead = psi**2
    first_order = lead + 2 * ETA * psi * k_wall(v_ex, x, height, L)
    amp = wall_amplitude(energy, v_ex, height, L, start, step)
    return lead, first_order, energy / L * amp**2


lead_w, first_w, exact_w = scaled_densities(np.linspace(-3, 3, 61), B,
                                            -9.0, 0.005)
max_lead = np.max(np.abs(lead_w - exact_w))
max_first = np.max(np.abs(first_w - exact_w))
assert max_first < max_lead

x_s = np.array([-1.9, -0.6, -0.3, 0.3, 0.6, 1.9])
steep_first = []
for factor in (16, 32):
    lead_h, first_h, exact_h = scaled_densities(x_s, factor * B, -4.0, 0.001)
    steep_first.append(np.max(np.abs(first_h - exact_h)))
density_ratio = steep_first[0] / steep_first[1]
assert abs(density_ratio - 4) < 0.4
assert np.all(np.abs(first_h - exact_h) < np.abs(lead_h - exact_h))

e_s = B * np.exp(-x_s / L)
p_lead, p_first, p_exact = [d / (e_s / L) for d in
                            scaled_densities(x_s, B, -9.0, 0.005)]

print("TESTS (reduced units hbar = m = omega = 1)")
print(f"linear curve, slope doubled: leading error falls by {lin_ratio0:.3f}")
print(f"linear curve, slope doubled: corrected error by {lin_ratio1:.3f}")
print(f"curved wall, height doubled: leading error by {wall_ratio0:.3f}")
print(f"curved wall, height doubled: corrected error by {wall_ratio1:.3f}")
print(f"density, height 16 to 32 times: corrected error by"
      f" {density_ratio:.3f}")
print("zeros in window |x_E| < 4, v = 0..4, slope 20:", zero_counts)
print(f"extra zero, v=0, slope 5: formula x_E = {extra_formula:.5f}")
print(f"extra zero, v=0, slope 5: quadrature x_E = {extra_numeric:.5f}")
print("steep-wall limit of zero shift, v=2, L=1 (units hbar omega):")
for j in range(2):
    print(f"  node {nodes2[j]:+.4f}: numerical {limit_shift[j]:.4f},"
          f" K/3 {third_rule[j]:.4f}, with curvature {rule_shift[j]:.4f}")
print("WORKED EXAMPLE")
print(f"reduced mass {mass_u:.0f} u, v = {v_ex}")
print(f"lower vibration {wavenumber:.0f} cm^-1")
print(f"upper curve height at x=0 {height_cm:.0f} cm^-1")
print(f"upper curve decay length {decay_A:.2f} angstrom")
print(f"oscillator length {length_A:.5f} angstrom")
print(f"Airy length at x=0 {airy_length * length_A:.5f} angstrom")
print(f"slope F at x=0 {height_cm / decay_A:.0f} cm^-1/angstrom")
print(f"F times oscillator length {slope0 * wavenumber:.1f} cm^-1")
print(f"curvature term in zero shift {-curvature * wavenumber:.3f} cm^-1")
print("spectral zeros, energies in cm^-1 above upper limit:")
for j in range(v_ex):
    print(f"  node x = {nodes[j] * length_A:+.5f} angstrom,"
          f" K = {kinetic[j] * wavenumber:.1f} cm^-1")
    print(f"    reflected {reflected[j] * wavenumber:.1f},"
          f" first-corrected {(reflected + shift_first)[j] * wavenumber:.1f},"
          f" exact {(reflected + shift_exact)[j] * wavenumber:.1f}")
print("density P(E) in 1e-6 per cm^-1 (x_E in oscillator lengths):")
for j in range(len(x_s)):
    f = 1e6 / wavenumber
    print(f"  x_E = {x_s[j]:+.1f}, E = {e_s[j] * wavenumber:.1f}"
          f" cm^-1: reflected {p_lead[j] * f:.2f},"
          f" first {p_first[j] * f:.2f}, exact {p_exact[j] * f:.2f}")
print("largest error of F*P for |x_E| <= 3, reduced units:")
print(f"  reflected {max_lead:.4f}, first-corrected {max_first:.4f}")
print(f"zeros found for |x_E| < 3.5 oscillator lengths: {zeros_ex}")
print(f"integral of exact P(E): {norm_ex:.6f}")
print(f"mean of V in psi_v {mean_v * wavenumber:.1f} cm^-1")
print(f"mean kinetic energy in psi_v {mean_t * wavenumber:.1f} cm^-1")
print(f"mean energy of exact spectrum {mean_ex * wavenumber:.1f} cm^-1")
x_extra = extra_zero(slope0)
print(f"first extra zero, v=0, tangent line: x_E = {x_extra:.2f} osc. lengths")
print(f"  energy above V(0): {-slope0 * x_extra * wavenumber:.0f} cm^-1")
print("no test failed")
```

Output:

```
TESTS (reduced units hbar = m = omega = 1)
linear curve, slope doubled: leading error falls by 1.999
linear curve, slope doubled: corrected error by 4.007
curved wall, height doubled: leading error by 2.001
curved wall, height doubled: corrected error by 3.992
density, height 16 to 32 times: corrected error by 3.986
zeros in window |x_E| < 4, v = 0..4, slope 20: [0, 1, 2, 3, 4]
extra zero, v=0, slope 5: formula x_E = -3.58525
extra zero, v=0, slope 5: quadrature x_E = -3.58525
steep-wall limit of zero shift, v=2, L=1 (units hbar omega):
  node -0.7071: numerical 0.6667, K/3 0.7500, with curvature 0.6667
  node +0.7071: numerical 0.6667, K/3 0.7500, with curvature 0.6667
WORKED EXAMPLE
reduced mass 20 u, v = 3
lower vibration 200 cm^-1
upper curve height at x=0 16000 cm^-1
upper curve decay length 0.50 angstrom
oscillator length 0.09181 angstrom
Airy length at x=0 0.02975 angstrom
slope F at x=0 32000 cm^-1/angstrom
F times oscillator length 2937.9 cm^-1
curvature term in zero shift -0.562 cm^-1
spectral zeros, energies in cm^-1 above upper limit:
  node x = -0.11244 angstrom, K = 550.0 cm^-1
    reflected 20034.8, first-corrected 20217.6, exact 20223.1
  node x = +0.00000 angstrom, K = 700.0 cm^-1
    reflected 16000.0, first-corrected 16232.8, exact 16234.7
  node x = +0.11244 angstrom, K = 550.0 cm^-1
    reflected 12777.7, first-corrected 12960.5, exact 12956.1
density P(E) in 1e-6 per cm^-1 (x_E in oscillator lengths):
  x_E = -1.9, E = 22679.5 cm^-1: reflected 78.54, first 82.68, exact 82.57
  x_E = -0.6, E = 17863.5 cm^-1: reflected 74.86, first 79.33, exact 76.34
  x_E = -0.3, E = 16906.1 cm^-1: reflected 39.63, first 26.46, exact 25.41
  x_E = +0.3, E = 15142.5 cm^-1: reflected 44.24, first 64.70, exact 63.70
  x_E = +0.6, E = 14330.9 cm^-1: reflected 93.31, first 95.02, exact 89.32
  x_E = +1.9, E = 11287.7 cm^-1: reflected 157.80, first 150.57, exact 147.83
largest error of F*P for |x_E| <= 3, reduced units:
  reflected 0.0541, first-corrected 0.0150
zeros found for |x_E| < 3.5 oscillator lengths: 3
integral of exact P(E): 1.000000
mean of V in psi_v 16958.3 cm^-1
mean kinetic energy in psi_v 350.0 cm^-1
mean energy of exact spectrum 17308.3 cm^-1
first extra zero, v=0, tangent line: x_E = -8.10 osc. lengths
  energy above V(0): 23804 cm^-1
no test failed
```
